# Spin Expectation Values and State Labels in Spin-Flip Tamm-Dancoff Theory

**Q.** A spin-flip calculation on a stretched bond starts from a triplet determinant, turns one α electron into a β electron, and returns energies with amplitudes. Every root has the same spin projection. How am I to know which root is the singlet?

**A.** By computing $\langle S^2\rangle$ from the amplitudes. First, the state. The reference $|\Phi\rangle$ has $N_\alpha$ occupied α orbitals $\phi_i$ and $N_\beta$ occupied β orbitals $\chi_k$. Virtual orbitals are $\phi_c$ and $\chi_a$; $p,q$ run over all orbitals of a set. Operators $a$ belong to α electrons in the $\phi$, operators $b$ to β electrons in the $\chi$. The state is

$$|\Psi\rangle=\sum_{ia}X_{ia}\,b_a^\dagger a_i|\Phi\rangle,\qquad \sum_{ia}|X_{ia}|^2=1 .$$

The flip removes one α electron and adds one β electron, so $S_z\Psi=\hbar M\Psi$ with

$$M=\frac{(N_\alpha-1)-(N_\beta+1)}{2}=\frac{N_\alpha-N_\beta}{2}-1 .$$

A triplet reference has $N_\alpha-N_\beta=2$, hence $M=0$. Singlets, triplets and quintets all have an $M=0$ component, so $M$ cannot label the root.

**Q.** In an unrestricted calculation the α and β orbitals differ in space. Does the spin operator not become awkward?

**A.** It acquires overlaps. With $S_\pm=S_x\pm iS_y$ and $[S_x,S_y]=i\hbar S_z$,

$$S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-\hbar S_z .$$

Therefore $S^2=S_-S_++S_z^2+\hbar S_z$. Since $S_-=S_+^\dagger$,

$$\langle S^2\rangle=\hbar^2M(M+1)+\|S_+\Psi\|^2 .$$

In one orthonormal spatial basis $\mu$ shared by both spins, $S_+=\hbar\sum_\mu a_\mu^\dagger b_\mu$. If both orbital sets span this space, then $a_\mu^\dagger=\sum_p\langle\phi_p|\mu\rangle a_p^\dagger$ and $b_\mu=\sum_q\langle\mu|\chi_q\rangle b_q$. Summing over $\mu$ gives

$$S_+=\hbar\sum_{pq}\Delta_{pq}a_p^\dagger b_q,\qquad \Delta_{pq}=\langle\phi_p|\chi_q\rangle .$$

With atomic-orbital overlap matrix $\mathbf s$ and coefficient matrices $C$, $\Delta=C_\alpha^\dagger\mathbf sC_\beta$.

**Q.** Then apply $S_+$ to the state, and keep the signs visible.

**A.** Two commutators are needed. From $b_qb_a^\dagger=\delta_{qa}-b_a^\dagger b_q$, and because $b_a^\dagger$ anticommutes with $a_p^\dagger$,

$$[a_p^\dagger b_q,b_a^\dagger]=\delta_{qa}a_p^\dagger,\qquad [S_+,b_a^\dagger]=\hbar\sum_p\Delta_{pa}a_p^\dagger .$$

For the annihilator, $a_p^\dagger b_qa_i=-a_p^\dagger a_ib_q$, so

$$[a_p^\dagger b_q,a_i]=-(a_p^\dagger a_i+a_ia_p^\dagger)b_q=-\delta_{pi}b_q,\qquad [S_+,a_i]=-\hbar\sum_q\Delta_{iq}b_q .$$

Moving $S_+$ to the right,

$$S_+b_a^\dagger a_i=[S_+,b_a^\dagger]a_i+b_a^\dagger[S_+,a_i]+b_a^\dagger a_iS_+ .$$

On $\Phi$, the first term contains $a_p^\dagger a_i$. It vanishes if $p$ is another occupied α orbital, returns $\Phi$ for $p=i$, and makes an α excitation for $p=c$. The second needs an occupied $q=k$. In the third, $S_+\Phi=\hbar\sum_{ck}\Delta_{ck}a_c^\dagger b_k\Phi$, since $b_k$ needs an occupied orbital and $a_c^\dagger$ an empty one. Hence

$$\begin{aligned}\frac{S_+\Psi}{\hbar}={}&\Big(\sum_{ia}X_{ia}\Delta_{ia}\Big)\Phi+\sum_{ic}\Big(\sum_a\Delta_{ca}X_{ia}\Big)a_c^\dagger a_i\Phi\\&-\sum_{ka}\Big(\sum_i\Delta_{ik}X_{ia}\Big)b_a^\dagger b_k\Phi+\sum_{iack}X_{ia}\Delta_{ck}\,b_a^\dagger a_ia_c^\dagger b_k\Phi .\end{aligned}$$

**Q.** Do these pieces interfere when you take the norm?

**A.** No. They are the reference, single α excitations, single β excitations, and double excitations with one electron of each spin. Determinants from different groups are orthogonal, as are different determinants within a group. The minus sign disappears on squaring, and the last norm factorizes because $\sum|X_{ia}|^2=1$:

$$\boxed{\begin{aligned}\frac{\langle S^2\rangle}{\hbar^2}={}&M(M+1)+\Big|\sum_{ia}X_{ia}\Delta_{ia}\Big|^2+\sum_{ci}\Big|\sum_a\Delta_{ca}X_{ia}\Big|^2\\&+\sum_{ka}\Big|\sum_i\Delta_{ik}X_{ia}\Big|^2+\sum_{ck}|\Delta_{ck}|^2 .\end{aligned}}$$

I call the four sums the trace, particle, hole and reference terms. The particle term is the probability that the flipped electron lies outside the space of occupied α orbitals. The hole term measures how far the α hole lies inside the space of occupied β orbitals. The reference term is the spin contamination of $\Phi$ itself, and no choice of $X$ removes it.

**Q.** Must I keep the virtual α orbitals?

**A.** Completeness removes them. Since $\sum_c|\Delta_{ck}|^2=1-\sum_i|\Delta_{ik}|^2$, the reference term is $N_\beta-\sum_{ik}|\Delta_{ik}|^2$. Likewise, with $j$ running over all occupied α orbitals, $j=i$ included, the particle term is $1-\sum_{ij}|\sum_a\Delta_{ja}X_{ia}|^2$. So

$$\begin{aligned}\frac{\langle S^2\rangle}{\hbar^2}={}&M(M+1)+N_\beta+1-\sum_{ik}|\Delta_{ik}|^2-\sum_{ij}\Big|\sum_a\Delta_{ja}X_{ia}\Big|^2\\&+\Big|\sum_{ia}X_{ia}\Delta_{ia}\Big|^2+\sum_{ka}\Big|\sum_i\Delta_{ik}X_{ia}\Big|^2 .\end{aligned}$$

Both forms were tested against $S_x^2+S_y^2+S_z^2$ built as a matrix in a small Fock space, with random complex orbitals and several electron numbers. The largest deviation was $4\times10^{-15}\,\hbar^2$.

**Q.** Show me that this recognizes an ordinary singlet and triplet.

**A.** Take equal α and β orbitals, so $\Delta_{pq}=\delta_{pq}$, and a triplet reference with open orbitals $g$ and $u$. The reference term vanishes. For flips within the open pair the particle and hole terms vanish too, leaving

$$\langle S^2\rangle/\hbar^2=|X_{gg}+X_{uu}|^2 .$$

Amplitudes $(1,1)/\sqrt2$ give 2, the triplet; $(1,-1)/\sqrt2$ give 0, an open-shell singlet. The magnitudes agree, and the relative sign decides.

The bonding singlet uses the off-diagonal amplitudes. Write $\Phi=|g\alpha\,u\alpha|$, omitting the closed shells. Replacing $u\alpha$ by $g\beta$ gives $|g\alpha\,g\beta|$. Replacing $g\alpha$ by $u\beta$ gives $|u\beta\,u\alpha|=-|u\alpha\,u\beta|$. With $X_{ug}=\cos\eta$ and $X_{gu}=\sin\eta$,

$$\Psi=\cos\eta\,|g\alpha\,g\beta|-\sin\eta\,|u\alpha\,u\beta| .$$

The trace is zero for every $\eta$. For $g,u=(A\pm B)/\sqrt2$, with $A$ and $B$ orthonormal orbitals on the two atoms, $\eta=\pi/4$ gives

$$\Psi=\frac{|A\alpha\,B\beta|+|B\alpha\,A\beta|}{\sqrt2},$$

because the terms with both electrons on one atom cancel. This is the covalent singlet of a broken bond. Thus $\eta$ runs from 0 for a single closed-shell configuration to $\pi/4$ for full separation.

**Q.** What if the flip leaves the open pair?

**A.** With equal orbitals, a core-to-open flip contributes 1 through the hole term, and an open-to-virtual flip contributes 1 through the particle term. Consider $g\alpha\to v\beta$. It leaves $u\alpha\,v\beta$, half singlet and half triplet. A pure spin state also needs $u\beta\,v\alpha$. From $\Phi$ that requires both $g\alpha\to v\alpha$ and $u\alpha\to u\beta$, a double replacement absent from the space. The core-to-open case lacks its partner for the same kind of reason.

A core-to-virtual flip counts in both terms and gives 2.

**Q.** So that one is a triplet?

**A.** It is not. It leaves four singly occupied orbitals, two with α spin and two with β. Its weights $w_S$ of total spin $S$ are $w_0=1/3$, $w_1=1/2$, $w_2=1/6$, and

$$0\cdot\tfrac13+2\cdot\tfrac12+6\cdot\tfrac16=2 .$$

**Q.** Then your expectation value has failed as a label.

**A.** It has a one-sided meaning. For $M=0$ and an even number of electrons, every spin other than $S=0$ has $S(S+1)\ge2$, so

$$\frac{\langle S^2\rangle}{\hbar^2}=\sum_SS(S+1)w_S\ge2(1-w_0),\qquad w_0\ge1-\frac{\langle S^2\rangle}{2\hbar^2} .$$

A small value certifies a singlet. A value near 2 does not certify a triplet, unless higher spins are excluded. For that one needs the weights themselves.

**Q.** Can they be had without writing out all determinants?

**A.** Yes, by rotating the spins. Let $R(\theta)=\langle\Psi|e^{-i\theta S_y/\hbar}|\Psi\rangle$. The rotation does not mix different $S$, and its diagonal matrix element for $M=0$ is the Legendre polynomial $P_S(\cos\theta)$. With $x=\cos\theta$,

$$R=\sum_Sw_SP_S(x),\qquad w_S=\frac{2S+1}{2}\int_{-1}^{1}P_S(x)R\,dx ,$$

where the second equation uses $\int_{-1}^1P_SP_{S'}dx=2\delta_{SS'}/(2S+1)$.

The core-to-virtual determinant shows how it works. Each of its four unpaired spins contributes $\cos(\theta/2)$, while a closed pair contributes $\cos^2(\theta/2)+\sin^2(\theta/2)=1$. Thus

$$R=\cos^4\frac\theta2=\frac{(1+x)^2}{4}=\frac13P_0+\frac12P_1+\frac16P_2 ,$$

using $x^2=(P_0+2P_2)/3$.

For a general real $X$, write $X=U\,\mathrm{diag}(s_n)V^T$. Rotating the occupied α and virtual β orbitals by $U$ and $V$ turns the state into $\Psi=\sum_ns_nD_n$, where each determinant $D_n$ replaces one α orbital by one β orbital. The $s_n^2$ are pair weights with sum 1. Then

$$R=\sum_{mn}s_ms_n\langle D_m|e^{-i\theta S_y/\hbar}|D_n\rangle ,$$

and each matrix element is a determinant of one-electron overlaps. These are $\cos(\theta/2)$ times the spatial overlap for equal spins, $-\sin(\theta/2)$ times it for α on the left and β on the right, and $+\sin(\theta/2)$ times it for the reverse.

**Q.** Before a real bond, where do the amplitudes come from?

**A.** From diagonalizing $H-E_{\rm ref}$ in the space of flips. With real orbitals, let $(pq|rs)$ be the Coulomb integral including $e^2/(4\pi\varepsilon_0)$, and let $F^\sigma=h+J-K^\sigma$ be the Fock operator, where $h$ is the one-electron Hamiltonian, $J$ the Coulomb operator of all electrons and $K^\sigma$ the exchange operator of spin $\sigma$.

Order $H$ relative to $\Phi$, so that its constant is $E_{\rm ref}$ and its one-body part contains $F^\alpha$ and $F^\beta$. The added β electron contributes $\delta_{ij}F^\beta_{ab}$. For the hole, the ordered form of $a_j^\dagger a_i$ is $-a_ia_j^\dagger$, which turns $a_j\Phi$ into $-a_i\Phi$. This contributes $-\delta_{ab}F^\alpha_{ij}$. The αβ repulsion contains $(ij|ab)\,a_j^\dagger a_i\,b_a^\dagger b_b$, and the same reordering gives it a minus sign. No exchange integral joins an α and a β electron. Altogether

$$A_{ia,jb}=\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab),\qquad \sum_{jb}A_{ia,jb}X_{jb}=\omega X_{ia},$$

and $\omega=E-E_{\rm ref}$. The last term of $A$ corrects for the repulsion with the removed electron, which $F^\beta$ still includes. This matrix was tested against a direct Fock-space Hamiltonian with random integrals.

Here $\Psi$ is a configuration-interaction wavefunction. If $X$ comes instead from a density-functional response equation, the formula gives the spin of the wavefunction assigned to $X$, not a property supplied by the functional.

**Q.** Now a bond with real electrons in it.

**A.** Take the silver dimer, whose bond is chiefly a 5s–5s pair. The level is unrestricted Hartree–Fock for the triplet reference, the LANL2DZ basis and its effective core potential, and the spin-flip matrix above. There are 20 α and 18 β explicit electrons in 44 orbitals of each spin, hence $20\times(44-18)=520$ flips. Spin–orbit coupling, most dynamic correlation, basis completeness and explicit core electrons are missing, so the energies illustrate the method and do not predict measurements.

I name a state if one spin weight is at least 0.9, which is a convention. The two lowest roots are:

| $R$ (pm) | $\omega_1$ (eV) | $\langle S^2\rangle_1/\hbar^2$ | $\omega_2$ (eV) | $\langle S^2\rangle_2/\hbar^2$ |
|---|---|---|---|---|
| 270 | −1.074 | 0.013 | 0.044 | 2.013 |
| 350 | −0.425 | 0.010 | 0.035 | 2.010 |
| 450 | −0.068 | 0.006 | 0.031 | 2.008 |
| 600 | 0.024 | 0.005 | 0.030 | 2.008 |

At 270 pm the first root has trace, particle, hole and reference terms

$$0.0000+0.0071+0.0012+0.0048=0.0131 .$$

The bound gives $w_0\ge1-0.0131/2=0.993$, and the rotation gives $w_0=0.994$. It is a singlet. The second root has $w_1=0.997$ and $w_2=0.003$, so it is a triplet by its weights and not merely by its average. The same labels hold at all four distances. At 450 pm the triplet value is $2.008\,\hbar^2=2.233\times10^{-68}\ \mathrm{J^2\,s^2}$.

**Q.** Could I have read the labels from the sizes of the amplitudes?

**A.** From the pair weights alone, less and less as the bond stretches. The singlet's two largest pair weights go from 0.95 and 0.05 at 270 pm to 0.55 and 0.44 at 600 pm. In the two-orbital picture these are $\cos^2\eta$ and $\sin^2\eta$ approaching one half. The triplet has nearly 0.5 and 0.5 throughout. In orbitals of definite g or u symmetry there is a further clue: the large amplitudes of this singlet join g to u, those of the triplet g to g and u to u. But the equal-orbital example showed that the second pattern also fits an open-shell singlet, and then only the relative sign decides. At 600 pm the trace term still separates the roots, 0.0000 against 2.0028.

**Q.** That trace term exceeds 2. Is it an error?

**A.** No. The Cauchy–Schwarz inequality and completeness give

$$\Big|\sum_{ia}X_{ia}\Delta_{ia}\Big|^2\le\sum_{ia}|\Delta_{ia}|^2=N_\alpha-\sum_{ik}|\Delta_{ik}|^2=(N_\alpha-N_\beta)+\sum_{ck}|\Delta_{ck}|^2 .$$

For a triplet reference the ceiling is 2 plus the reference term. At 270 pm that is 2.0048, and the triplet root has 2.0046. Equality requires $X_{ia}\propto\Delta_{ia}^*$. These are the amplitudes of $S_-\Phi$: in $S_-=\hbar\sum_{pq}\Delta_{pq}^*b_q^\dagger a_p$ acting on $\Phi$, $a_p$ needs an occupied orbital and $b_q^\dagger$ an empty one, so $S_-\Phi=\hbar\sum_{ia}\Delta_{ia}^*b_a^\dagger a_i\Phi$. The triplet root is therefore close to the lowered reference.

**Q.** Then it should have the reference's energy. Your $\omega_2$ is not zero.

**A.** The state $S_-\Phi$ lies wholly in the flip space, whatever the orbitals. As before, $S_+S_-=S^2-S_z^2+\hbar S_z$, which equals $S^2$ on states with projection 1. For a pure triplet $\Phi$ this gives $S_+S_-\Phi=2\hbar^2\Phi$, and since $H$ commutes with the spin operators,

$$\frac{\langle S_-\Phi|H|S_-\Phi\rangle}{\langle S_-\Phi|S_-\Phi\rangle}=\frac{\langle\Phi|S_+S_-H|\Phi\rangle}{2\hbar^2}=E_{\rm ref} .$$

The variational principle would then force the lowest $\omega$ to be at most zero. At 600 pm even the lower root has $\omega_1=+0.024$ eV. That is possible here because the unrestricted $\Phi$ is not a pure triplet. Let its spin components have weights $v_S$ and mean energies $E_S$, so that $E_{\rm ref}=\sum_Sv_SE_S$. Because $S_+S_-=S^2$ on $\Phi$, the lowered state has energy $\sum_SS(S+1)v_SE_S/\sum_SS(S+1)v_S$: a quintet component counts 6 against the triplet's 2. If the contamination at 600 pm is all quintet, $v_2=0.0028/4=0.0007$, and lowering raises it to $6\times0.0007/2.0028=0.0021$, close to the $w_2=0.0019$ of the triplet root. The energy of $S_-\Phi$ cannot lie below the lowest root, so $\omega_1>0$ shows that the higher-spin part of $\Phi$ lies above its triplet part in energy.

This matters for the gap. The two roots of the same matrix give $0.0061$ eV at 600 pm, with the singlet below. Comparing the singlet root with the reference instead would put the triplet lower by 0.024 eV, reversing the order. At 270 pm the gap between the roots is 1.12 eV, and an offset of 0.04 eV matters much less.

**Q.** Does the broken bond at least reach two atoms?

**A.** The reference does: at 600 pm it lies 0.0001 eV above twice the separately computed atom. That closeness is partly a cancellation between a residual repulsion and the basis-set superposition error, each about 0.002 eV. The singlet lies at $0.0001+0.0241=0.0242$ eV on that scale, so its curve misses the atomic limit by a few hundredths of an electronvolt. Stretching the bond further does not remove this offset. For separate atoms the lowest flip acts on one atom, and the flip space does not give the flipped atom exactly the energy of the unflipped unrestricted determinant. At 270 pm the same sum is $0.5348-1.0737=-0.539$ eV, a bound singlet.

**Q.** And the higher roots?

**A.** At 450 pm, roots 3 to 8 all fail the 0.9 criterion. Roots 3 and 4 have $\langle S^2\rangle/\hbar^2=0.56$ and 0.78. Roots 5 to 8 form two degenerate pairs near 1.00, with singlet and triplet weights close to one half each. A value near 1 matches a flip that lacks its spin partner. The lower values of roots 3 and 4 come from mixing such flips with zero-trace, singlet flips within the open pair. Their energies, 2.8 to 3.2 eV above the reference, suggest 5s-to-5p character, but that assignment is a conjecture, since the orbital composition was not analysed. The remedy for such states is to add the missing partner determinants; forcing a name on them would not make them spin states.

**Q.** Is any of this tied to a triplet reference?

**A.** The formula for $\langle S^2\rangle$ is not. Take a quartet reference with three open orbitals and equal α and β orbitals. Then $M=1/2$ and the baseline is $M(M+1)=3/4$. Three diagonal amplitudes $1/\sqrt3$ give a trace term $|3/\sqrt3|^2=3$, hence $15/4=\tfrac32\cdot\tfrac52$, a quartet. Open-shell flips with zero trace give $3/4$, a doublet. The singlet bound and the Legendre expansion, by contrast, were derived for $M=0$; other values of $M$ need their own lowest spin and rotation functions.

## Values computed for the example and the checks

```
Fock-space test, largest <S2> error: 4.0e-15 hbar^2
Spin-weight test, largest error: 8.9e-16 (no unit)
Equal orbitals: <S2> in hbar^2; weights S=0,1,2
 open 1 to open 2: 0.000; 1.0000 0.0000 0.0000
 open diagonal, plus: 2.000; 0.0000 1.0000 0.0000
 open diagonal, minus: 0.000; 1.0000 0.0000 0.0000
 core to open: 1.000; 0.5000 0.5000 0.0000
 open to virtual: 1.000; 0.5000 0.5000 0.0000
 core to virtual: 2.000; 0.3333 0.5000 0.1667
Ag2 electrons: 20 alpha, 18 beta; basis functions: 44; flips: 520
R=270 pm: reference <S2>=2.00484 hbar^2, E_ref-2E_atom=0.5348 eV
 root 1: omega=-1.0737 eV, <S2>=0.0131 hbar^2, singlet
  trace, particle, hole, reference: 0.0000 0.0071 0.0012 0.0048 hbar^2
  weights S=0,1,2: 0.9937 0.0061 0.0001; pair weights: 0.9485 0.0507
 root 2: omega=0.0436 eV, <S2>=2.0133 hbar^2, triplet
  trace, particle, hole, reference: 2.0046 0.0019 0.0019 0.0048 hbar^2
  weights S=0,1,2: 0.0001 0.9966 0.0034; pair weights: 0.5059 0.4922
 root 2 minus root 1: 1.1173 eV
R=350 pm: reference <S2>=2.00347 hbar^2, E_ref-2E_atom=0.1035 eV
 root 1: omega=-0.4247 eV, <S2>=0.0096 hbar^2, singlet
  trace, particle, hole, reference: 0.0000 0.0051 0.0010 0.0035 hbar^2
  weights S=0,1,2: 0.9955 0.0043 0.0002; pair weights: 0.8612 0.1379
 root 2: omega=0.0345 eV, <S2>=2.0096 hbar^2, triplet
  trace, particle, hole, reference: 2.0034 0.0014 0.0014 0.0035 hbar^2
  weights S=0,1,2: 0.0000 0.9976 0.0024; pair weights: 0.5008 0.4979
 root 2 minus root 1: 0.4592 eV
R=450 pm: reference <S2>=2.00292 hbar^2, E_ref-2E_atom=0.0186 eV
 root 1: omega=-0.0682 eV, <S2>=0.0064 hbar^2, singlet
  trace, particle, hole, reference: 0.0000 0.0024 0.0011 0.0029 hbar^2
  weights S=0,1,2: 0.9971 0.0027 0.0002; pair weights: 0.6976 0.3013
 root 2: omega=0.0310 eV, <S2>=2.0081 hbar^2, triplet
  trace, particle, hole, reference: 2.0029 0.0011 0.0011 0.0029 hbar^2
  weights S=0,1,2: 0.0000 0.9980 0.0020; pair weights: 0.4996 0.4992
  triplet <S2>=2.2332e-68 J^2 s^2
 root 3: omega=2.8188 eV, <S2>=0.5629 hbar^2, mixed
  weights S=0,1,2: 0.7198 0.2796 0.0006
 root 4: omega=2.9055 eV, <S2>=0.7846 hbar^2, mixed
  weights S=0,1,2: 0.6091 0.3902 0.0007
 root 5: omega=2.9709 eV, <S2>=1.0049 hbar^2, mixed
  weights S=0,1,2: 0.4992 0.5000 0.0008
 root 6: omega=2.9709 eV, <S2>=1.0049 hbar^2, mixed
  weights S=0,1,2: 0.4992 0.5000 0.0008
 root 7: omega=3.1820 eV, <S2>=1.0054 hbar^2, mixed
  weights S=0,1,2: 0.4991 0.5000 0.0009
 root 8: omega=3.1820 eV, <S2>=1.0054 hbar^2, mixed
  weights S=0,1,2: 0.4991 0.5000 0.0009
 root 2 minus root 1: 0.0992 eV
R=600 pm: reference <S2>=2.00281 hbar^2, E_ref-2E_atom=0.0001 eV
 root 1: omega=0.0241 eV, <S2>=0.0051 hbar^2, singlet
  trace, particle, hole, reference: 0.0000 0.0012 0.0011 0.0028 hbar^2
  weights S=0,1,2: 0.9978 0.0020 0.0002; pair weights: 0.5550 0.4439
 root 2: omega=0.0303 eV, <S2>=2.0078 hbar^2, triplet
  trace, particle, hole, reference: 2.0028 0.0011 0.0011 0.0028 hbar^2
  weights S=0,1,2: 0.0000 0.9980 0.0019; pair weights: 0.4997 0.4992
 root 2 minus root 1: 0.0061 eV
```
